# When a fixed supercell picks the wrong interstitial ground state

## Problem

A self-interstitial has two competing configurations, A and B, in a cubic metal. In the dilute limit A is the ground state, and B lies higher by $\Delta=E_B-E_A=0.030$ eV. Their elastic dipole tensors, in eV and in the cubic axes, are

$$
P_A=\begin{pmatrix}54&13&13\\13&54&13\\13&13&54\end{pmatrix},\qquad
P_B=\begin{pmatrix}50&13&10\\13&50&10\\10&10&46\end{pmatrix}.
$$

The host has $C_{11}=520$, $C_{12}=200$ and $C_{44}=160$ GPa. Since $C_{11}-C_{12}=2C_{44}$, it is elastically isotropic, with shear modulus $\mu=C_{44}$, Lamé constant $\lambda=C_{12}$, longitudinal modulus $M=\lambda+2\mu$ and bulk modulus $K=\lambda+2\mu/3$. In the units of the calculation, $M=3.2456$, $\mu=0.9986$ and $K=1.9141$ eV/Å³. The atomic volume is 15.93 Å³.

Each defect is placed in a cubic supercell whose edges are held at their perfect-crystal length while the atoms relax. Below which volume $V$ does the calculation name B as the ground state?

The dipole is defined by $P_{ij}=\sum R_iF_j$, where $F$ are the forces the defect exerts on the host atoms at $R$. In an applied strain $\eta$ the defect gains the energy $-P_{ij}\eta_{ij}$. The defects are neutral, the host responds linearly, and the energies are static.

## A tempting solution

The defect wants to strain the cell, and the fixed edges forbid it. For a homogeneous strain $\eta$ the energy is

$$
\frac V2\,\eta:C:\eta-P:\eta .
$$

Setting the derivative to zero gives $\eta=S:P/V$, with $S=C^{-1}$, and the minimum is $-P:S:P/(2V)$. The fixed cell therefore seems to lie too high by $r/V$, with

$$
r=\tfrac12P:S:P=\frac{\mathrm{tr}P^2-(\mathrm{tr}P)^2/3}{4\mu}+\frac{(\mathrm{tr}P)^2}{18K}.
$$

The first term comes from the traceless part of $P$, the second from its trace. With $\mathrm{tr}P_A=162$ eV, $\mathrm{tr}P_A^2=9762$ eV², $\mathrm{tr}P_B=146$ eV and $\mathrm{tr}P_B^2=7854$ eV²,

$$
r_A=253.9+761.7=1015.6,\qquad r_B=187.4+618.7=806.1\ \text{eV Å}^3 .
$$

Equating $E_A+r_A/V$ and $E_B+r_B/V$ gives $V=(r_A-r_B)/\Delta=6982$ Å³, or 438 host atoms.

## Where it fails

The minimization is correct, but it compares the wrong two states. Releasing the edges leads from the fixed cell to a *stress-free periodic cell*:

$$
E_{\rm free}(V)=E_{\rm fix}(V)-\frac rV .
$$

That cell still contains a periodic array of interacting defects. It is not an isolated defect, so $r/V$ is not the distance from $E_{\rm fix}$ to the dilute energy. That distance has to be found from the array itself.

## The fixed-cell energy

**Energy of the array.** With zero mean strain, the displacement has Fourier components only at reciprocal vectors $G\neq0$. Let $A_{ik}(G)=C_{ijkl}G_jG_l$. The elastic energy plus the work of the dipole is

$$
\frac V2\sum_{G\ne0}u_G^*\!\cdot A(G)\,u_G-\sum_{G\neq0} i\,(PG)\cdot u_G .
$$

A real displacement has $u_{-G}=u_G^*$. Varying $u_G^*$, which also appears in the linear term of $-G$, gives $VA(G)u_G+iPG=0$, so $u_G=-(i/V)A^{-1}PG$. At the minimum of a quadratic form the energy is half the linear term:

$$
E_{\rm array}=-\frac1{2V}\sum_{G\ne0}f(\hat G),\qquad f(n)=(Pn)\cdot A(n)^{-1}(Pn).
$$

The length of $G$ has cancelled, because $PG$ grows as $|G|$ and $A$ as $|G|^2$.

**Subtracting the isolated defect.** For one defect in an infinite crystal, the sum over $G$ becomes $V\int d^3k/(2\pi)^3$. Sum and integral both diverge at large wavevector, where they describe the same relaxation near the core. A common smooth cutoff $g$ with $g(0)=1$ removes this part. With $G=2\pi m/L$, $V=L^3$ and integer vectors $m$, we have $V\,d^3k/(2\pi)^3=d^3m$, and hence

$$
E_{\rm fix}=E_\infty+\frac aV+O(V^{-5/3}),\qquad
a=-\frac12\Big[\sum_{m\neq0}f(\hat m)\,g-\int d^3m\,f\,g\Big]
$$

for a wide cutoff. The next order comes from the finite extent of the defect and the discreteness of the lattice. Corrections odd in $G$ cancel between $G$ and $-G$, so the first survivor carries an extra $G^2\propto V^{-2/3}$.

Now split $f$ into its angular mean $\langle f\rangle$ and the rest. By Poisson summation, $\sum_m g$ over all $m$, including $m=0$, tends to $\int g\,d^3m$. The sum without $m=0$ is smaller by $g(0)=1$, so the mean contributes $+\langle f\rangle/2$ to $a$. The rest has zero integral but leaves a lattice sum $\Lambda=\sum_{m\ne0}(f-\langle f\rangle)g$. Thus

$$
a=\tfrac12\left(\langle f\rangle-\Lambda\right).
$$

**Isotropic host.** Here $A(n)=\mu\,(1-nn)+M\,nn$, which is inverted by inverting its two coefficients. With $\beta=1/\mu-1/M$,

$$
f=\frac{|Pn|^2-(n\!\cdot\!Pn)^2}{\mu}+\frac{(n\!\cdot\!Pn)^2}{M}=\frac{|Pn|^2}{\mu}-\beta\,(n\!\cdot\!Pn)^2 .
$$

From $\langle n_in_j\rangle=\delta_{ij}/3$ and $\langle n_in_jn_kn_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$,

$$
\langle f\rangle=\frac{\mathrm{tr}P^2}{3\mu}-\beta\,\frac{(\mathrm{tr}P)^2+2\,\mathrm{tr}P^2}{15}.
$$

In $\Lambda$ the term $|Pn|^2$ drops out, because the cubic sum of $n_in_j-\delta_{ij}/3$ vanishes. The quartic term needs one number,

$$
\kappa=\sum_{m\neq0}\left(n_x^4+n_y^4+n_z^4-\tfrac35\right)g=1.1148 ,\qquad n=\hat m .
$$

It was summed numerically with $g=(1+x)e^{-x}$, $x=s|m|^2$. The values for $s=0.2$ and $s=0.3$ differ by about $10^{-11}$.

By symmetry each $n_i^4-\frac15$ sums to $\kappa/3$. Squaring $n_x^2+n_y^2+n_z^2=1$ shows that the three products $n_i^2n_j^2$ together deviate by $-\kappa/2$ from their mean, so each contributes $-\kappa/6$. The part of $(n\cdot Pn)^2$ that survives the cubic sum is

$$
\sum_iP_{ii}^2n_i^4+\sum_{i<j}(2P_{ii}P_{jj}+4P_{ij}^2)\,n_i^2n_j^2 ,
$$

whose deviation sums to $\kappa Q$, with

$$
Q=\frac13\Big[\sum_iP_{ii}^2-\sum_{i<j}\big(P_{ii}P_{jj}+2P_{ij}^2\big)\Big].
$$

Therefore $\Lambda=-\beta\kappa Q$, and

$$
\boxed{a=\frac12\left[\frac{\mathrm{tr}P^2}{3\mu}-\beta\,\frac{(\mathrm{tr}P)^2+2\,\mathrm{tr}P^2}{15}+\beta\kappa Q\right]}
$$

**A limiting case.** For pure dilation, $P=p\,\mathbb 1$, we have $Q=0$ and $f=p^2/M$ in every direction, so $a=p^2/(2M)$. The tempting solution uses $r=p^2/(2K)$. Since $M=K+4\mu/3$, the true shift is smaller by the factor $K/M$, here 0.59. The fixed cell then lies above the dilute energy and the stress-free cell below it, so releasing the edges overshoots the dilute limit.

## The critical volume

The gap seen in the fixed cell is, to leading order,

$$
E_{{\rm fix},B}-E_{{\rm fix},A}=\Delta-\frac{a_A-a_B}{V}.
$$

It is negative, and the predicted ground state wrong, when

$$
V<V^*=\frac{a_A-a_B}{\Delta},\qquad\text{provided } a_A>a_B .
$$

If $a_A\le a_B$, no cubic cell reverses the order at this level of theory. The lattice sum $\Lambda$, and with it $a$ and $V^*$, depends on the shape of the cell: $\kappa$ belongs to a simple-cubic array of images. For supercells repeated on a bcc or fcc lattice, the defects given here cross at about 270 host atoms, and a pair that keeps its order in cubic cells can lose it in cells of another shape.

For the given defects, $\beta=0.6933$ Å³/eV. The dipoles give $Q_A=-338$ eV² and $Q_B=-241$ eV², almost entirely through their off-diagonal elements. In eV Å³,

$$
a_A=\tfrac12(3258.6-2115.4-261.2)=441.0,
$$

$$
a_B=\tfrac12(2621.7-1711.2-186.0)=362.2 .
$$

The difference is 78.8 eV Å³, so

$$
V^*=\frac{78.8}{0.030}\ \text{Å}^3\approx2.6\ \text{nm}^3 ,
$$

or about 165 host atoms. The tempting solution overestimated this by a factor of 2.7.

## Releasing the cell

In the stress-free cell $a$ is replaced by $a-r$. The difference between A and B becomes $78.8-209.5=-130.7$ eV Å³, and the gap is $\Delta+130.7\ \text{eV Å}^3/V$. The order is now right at every volume, to leading order, but the gap is too large. At this order, cubic supercells of a bcc host give:

| Host atoms | Fixed-cell gap (eV) | Stress-free gap (eV) |
|---:|---:|---:|
| 54 | −0.062 | 0.182 |
| 128 | −0.009 | 0.094 |
| 250 | 0.010 | 0.063 |
| 432 | 0.019 | 0.049 |
| 686 | 0.023 | 0.042 |

At this order the stress-free cell with 128 atoms names the right ground state, with about three times the true gap. In the smallest cells the higher orders, discussed below, can shift these entries by more than $\Delta$ itself, so there the table shows a trend and not a prediction. Neither boundary condition gives the dilute gap directly. When the leading order suffices, adding $(a_A-a_B)/V$ to the fixed-cell gap recovers it.

## How far to trust the number

The result is sensitive because $V^*$ depends on a small difference of large terms. Scaling $P_A$ by 0.98 or 1.02, with $P_B$ and $\Delta$ held fixed, moves $V^*$ to 128 or 202 atoms. A 2% change in $P_A$ changes $a_A$ by 4%, or about 18 eV Å³, which is 22% of the difference.

The higher orders also matter at this size. They were estimated with a harmonic simple-cubic lattice having the same elastic constants and volume per site. Each defect was represented by forces on the six nearest neighbours that reproduce its dipole tensor. The relaxation energies, solved numerically in periodic cells of up to $64^3$ sites, give a $1/V$ difference of 78.7 eV Å³, in agreement with the continuum value. In small cells the lattice departs from the leading order. At 216 sites its gap is −0.002 eV instead of +0.007 eV, and at 512 sites it is 0.019 eV instead of 0.020 eV. In this lattice the order is thus still wrong at 216 sites and right at 512. These corrections depend on the core, that is, on how the forces are spread over the neighbours and not only on the dipole. The sign of the gap just above $V^*$, at 216 sites here or at 250 atoms in the table, can change with that choice. The numbers cannot be transferred to another defect, but they show that a cell is not safe merely because it exceeds $V^*$: the one with 216 sites does, and its order is wrong.

The elastic constants and atomic volume are model inputs of the size found in tungsten, a metal close to elastic isotropy. The dipoles and the gap are round model inputs. They correspond to relaxation volumes of 1.8 and 1.6 atomic volumes, a plausible size for a self-interstitial; the difference of 16 eV between the traces was chosen to make the reversal clear. Changing $C_{44}$ by 10% either way, with the other constants and the dipoles fixed, moves $V^*$ by less than 1%. Real defects also break the assumption of a strain-independent dipole. At $V^*$ the images compress the defect by a linear strain $e$ of about 0.002, as estimated from $a/V^*=\tfrac12\,e\,\mathrm{tr}P$. If ten atomic volumes around each defect had twice the host's bulk modulus, this strain would cost, to first order, an extra energy $\tfrac12K(3e)^2$ per unit volume there. That is about 0.006 eV for A and 0.005 eV for B, so the gap would change by about 0.001 eV, or 3 to 4% of $\Delta$. This small figure relies on the two cores being equally stiff. If only one of them were stiffer than the host, the same estimate would give up to 0.006 eV, or 20% of $\Delta$. Finally, $\Delta$ equals $k_BT$ at about 350 K, so near room temperature both configurations would be populated. The static gap does not settle which one is more common. Cubic symmetry gives $P_A$ 4 distinct orientations and $P_B$ 12, which favours B by $k_BT\ln 3$, or 0.028 eV at 300 K, nearly the whole of $\Delta$. A vibrational entropy difference of one $k_B$ would contribute a similar amount, 0.026 eV, in either direction.
